# Koster–Slater Levels and Vacancy Pinning on a Two-Band Chain: test program

```python
"""
Result under test: an on-site potential V on site 0 of a host H0 has a bound
level at E outside the host bands exactly when 1/V = G0(E), where
G0(E) = <0|(E-H0)^-1|0>.  On a two-band chain with unequal alternating
hoppings, strong V of either sign pins the gap level at the zero of G0,
which is the level of the ideal vacancy (site 0 deleted).

Symbols (energies in eV):
  eA, eB  site energies of sublattices A and B
  t1      hopping A_n - B_n (same cell);  t2  hopping B_n - A_(n+1)
  D       |t1^2 - t2^2|, strength of the leading pinning law -D/V
The impurity sits on an A site unless stated otherwise.
"""
import numpy as np
from scipy.optimize import brentq

eA, eB, t1, t2 = 0.3, -0.3, 2.0, 1.5
host = (eA, eB, t1, t2)
CELLS = 400


def band_edges(p):
    """Inner and outer band edges (positive values) for eA = -eB."""
    a, b, u, v = p
    half = 0.5 * (a - b)
    return np.hypot(half, u - v), np.hypot(half, u + v)


def g_closed(E, p):
    """Closed form of G0 on an A site, for E outside the bands."""
    a, b, u, v = p
    x = (E - a) * (E - b) - u**2 - v**2
    return np.sign(x) * (E - b) / np.sqrt(x**2 - 4 * u**2 * v**2)


def g_slope(E, p):
    """Energy derivative of the closed form."""
    a, b, u, v = p
    x = (E - a) * (E - b) - u**2 - v**2
    root = np.sqrt(x**2 - 4 * u**2 * v**2)
    return np.sign(x) * (1 / root - (E - b) * x * (2 * E - a - b) / root**3)


def g_bloch(E, p, nk=4000):
    """G0 and its derivative from inverted Bloch matrices, summed over k."""
    a, b, u, v = p
    k = 2 * np.pi * np.arange(nk) / nk
    f = u + v * np.exp(-1j * k)
    m = np.empty((nk, 2, 2), complex)
    m[:, 0, 0], m[:, 1, 1] = E - a, E - b
    m[:, 0, 1], m[:, 1, 0] = -f, -f.conj()
    inv = np.linalg.inv(m)
    return inv[:, 0, 0].mean().real, -(inv @ inv)[:, 0, 0].mean().real


def ring(p, n=CELLS):
    a, b, u, v = p
    h = np.zeros((2 * n, 2 * n))
    for c in range(n):
        i, j, nxt = 2 * c, 2 * c + 1, (2 * c + 2) % (2 * n)
        h[i, i], h[j, j] = a, b
        h[i, j] = h[j, i] = u
        h[j, nxt] = h[nxt, j] = v
    return h


def gap_level(V, p):
    edge = band_edges(p)[0] - 1e-9
    return brentq(lambda E: g_closed(E, p) - 1 / V, -edge, edge, xtol=1e-15)


def outer_level(V, p):
    top = band_edges(p)[1]
    near, far = np.sign(V) * (top + 1e-9), np.sign(V) * (top + abs(V) + 1)
    return brentq(lambda E: g_closed(E, p) - 1 / V, near, far, xtol=1e-13)


def diagonalize_impurity(V, p, site=0):
    h = ring(p)
    h[site, site] += V
    return np.linalg.eigh(h)


inner, outer = band_edges(host)
D = abs(t1**2 - t2**2)
S = t1**2 + t2**2

# Band edges against the spectrum of the perfect ring.
bands = np.linalg.eigvalsh(ring(host))
assert abs(bands[-1] - outer) < 1e-9 and abs(bands[0] + outer) < 1e-9
assert abs(bands[CELLS] - inner) < 1e-9
assert abs(bands[CELLS - 1] + inner) < 1e-9

# Closed form and slope against the Bloch sum, in the gap and outside.
for E in (-5.0, -3.8, -0.5, -0.3, 0.0, 0.2, 0.5, 3.8, 6.0):
    g_num, slope_num = g_bloch(E, host)
    assert abs(g_num - g_closed(E, host)) < 1e-9
    assert abs(slope_num - g_slope(E, host)) < 1e-7
    assert slope_num < 0

print("Model: eA = %.2f eV, eB = %.2f eV" % (eA, eB))
print("Model: t1 = %.2f eV, t2 = %.2f eV" % (t1, t2))
print("Gap edges: -/+ %.4f eV; gap width %.4f eV" % (inner, 2 * inner))
print("Outer band edges: -/+ %.4f eV" % outer)
for E in (-0.5, -0.3, 0.0, 0.5):
    print("G0(%.1f eV) = %.5f 1/eV" % (E, g_bloch(E, host)[0] + 0.0))

# Vacancy theorem on a random symmetric matrix: every level of the matrix
# with site 0 removed is a zero of G0.
rng = np.random.default_rng(3)
rand = rng.normal(size=(7, 7))
rand = rand + rand.T
for e in np.linalg.eigvalsh(rand[1:, 1:]):
    assert abs(np.linalg.inv(e * np.eye(7) - rand)[0, 0]) < 1e-9

# Ideal vacancy on the chain: delete the A site with index 0.
full = ring(host)
ev, vec = np.linalg.eigh(full[1:, 1:])
inside = np.where(abs(ev) < inner - 1e-6)[0]
assert len(inside) == 1
E_vac = ev[inside[0]]
psi = vec[:, inside[0]]
zero_of_g = brentq(lambda E: g_closed(E, host), -0.55, 0.55, xtol=1e-14)
weight_B = np.sum(psi[0::2]**2)
ratio = psi[2] / psi[0]
coupling_sq = (full[0, 1:] @ psi)**2
assert abs(E_vac - eB) < 1e-9 and abs(zero_of_g - E_vac) < 1e-9
assert abs(weight_B - 1) < 1e-9
assert abs(ratio + t2 / t1) < 1e-8
assert abs(psi[0]**2 - (1 - (t2 / t1)**2)) < 1e-8
assert abs(coupling_sq - D) < 1e-8
assert abs(g_bloch(eB, host)[1] + 1 / coupling_sq) < 1e-8
print("Vacancy level (site deleted): %.6f eV" % E_vac)
print("Zero of G0 in the gap: %.6f eV" % zero_of_g)
print("Vacancy state, weight on B sublattice: %.6f" % weight_B)
print("Vacancy state, amplitude ratio per cell: %.4f" % ratio)
print("Vacancy state, weight on first B site: %.4f" % psi[0]**2)
print("Squared coupling to removed site: %.4f eV^2" % coupling_sq)
print("D = |t1^2 - t2^2| = %.4f eV^2" % D)

# Impurity levels: Green-function condition against diagonalization.
print("Levels from 1/V = G0(E); all energies in eV")
print("V | gap level | minus vacancy | -D/V | weight | outer level")
for V in (1.0, 2.0, 5.0, 20.0, 100.0, -100.0, -20.0, -5.0, -2.0, -1.0):
    w, c = diagonalize_impurity(V, host)
    in_gap = np.where(abs(w) < inner - 1e-6)[0]
    outside = np.where(abs(w) > outer + 1e-6)[0]
    assert len(in_gap) == 1 and len(outside) == 1
    E_gap, E_out = gap_level(V, host), outer_level(V, host)
    assert abs(w[in_gap[0]] - E_gap) < 1e-6
    assert abs(w[outside[0]] - E_out) < 1e-6
    assert (E_gap - E_vac) * V < 0
    weight = c[0, in_gap[0]]**2
    assert abs(weight + 1 / (V**2 * g_slope(E_gap, host))) < 1e-6
    step = 1e-3
    dEdV = (gap_level(V + step, host) - gap_level(V - step, host)) / (2 * step)
    assert abs(dEdV - weight) < 1e-6
    if abs(V) == 100.0:
        assert abs(weight * V**2 / D - 1) < 0.1
    print("%6.0f | %.5f | %.5f | %.5f | %.3e | %.4f"
          % (V, E_gap, E_gap - E_vac, -D / V, weight, E_out))

# Pinning law: the remainder after two terms must fall as 1/V^3.
def remainder(V):
    return gap_level(V, host) - (eB - D / V + S * (eA - eB) / V**2)


for sign in (1, -1):
    fall = remainder(sign * 400.0) / remainder(sign * 800.0)
    assert abs(fall - 8) < 0.5
    print("Remainder ratio, V = %d to %d eV: %.3f"
          % (sign * 400, sign * 800, fall))
print("Coefficient of 1/V^2: %.4f eV^3" % (S * (eA - eB)))

# Potentials that place the level at chosen energies.
print("V for a level at midgap (0 eV): %.4f eV" % (1 / g_bloch(0.0, host)[0]))
for shift in (-0.05, 0.05):
    V_need = 1 / g_bloch(eB + shift, host)[0]
    print("V for a level at %.2f eV: %.3f eV" % (eB + shift, V_need))

# Impurity on a B site: pinned at eA instead.
swapped = (eB, eA, t1, t2)
for V in (100.0, -100.0):
    w, c = diagonalize_impurity(V, host, site=1)
    found = w[abs(w) < inner - 1e-6]
    assert len(found) == 1
    assert abs(found[0] - gap_level(V, swapped)) < 1e-6
    assert abs(found[0] - eA) < 1.2 * D / abs(V)
    print("B-site impurity, V = %.0f eV: level %.5f eV" % (V, found[0]))

# Equal hoppings: the zero of G0 moves to the band edge.
t_equal = 1.75
uniform = (eA, eB, t_equal, t_equal)
edge_u = band_edges(uniform)[0]
for E in np.linspace(-0.28, 0.28, 9):
    assert g_bloch(E, uniform)[0] < 0
print("Equal hoppings t = %.2f eV: gap edges -/+ %.4f eV" % (t_equal, edge_u))
for V, expected in ((20.0, 0), (-20.0, 1)):
    w, c = diagonalize_impurity(V, uniform)
    found = w[abs(w) < edge_u - 1e-6]
    assert len(found) == expected
    print("Equal hoppings, V = %.0f eV: gap levels %d" % (V, len(found)))
    if expected:
        assert abs(found[0] - gap_level(V, uniform)) < 1e-6
levels_u = [gap_level(V, uniform) for V in (-5.0, -20.0, -100.0)]
assert levels_u[0] > levels_u[1] > levels_u[2] > -edge_u
assert levels_u[2] + edge_u < 2e-3
for V, E in zip((-5.0, -20.0, -100.0), levels_u):
    print("Equal hoppings, V = %.0f eV: level %.5f eV" % (V, E))

print("checks complete")
```

Running it gives:

```
Model: eA = 0.30 eV, eB = -0.30 eV
Model: t1 = 2.00 eV, t2 = 1.50 eV
Gap edges: -/+ 0.5831 eV; gap width 1.1662 eV
Outer band edges: -/+ 3.5128 eV
G0(-0.5 eV) = 0.19173 1/eV
G0(-0.3 eV) = -0.00000 1/eV
G0(0.0 eV) = -0.14646 1/eV
G0(0.5 eV) = -0.76693 1/eV
Vacancy level (site deleted): -0.300000 eV
Zero of G0 in the gap: -0.300000 eV
Vacancy state, weight on B sublattice: 1.000000
Vacancy state, amplitude ratio per cell: -0.7500
Vacancy state, weight on first B site: 0.4375
Squared coupling to removed site: 1.7500 eV^2
D = |t1^2 - t2^2| = 1.7500 eV^2
Levels from 1/V = G0(E); all energies in eV
V | gap level | minus vacancy | -D/V | weight | outer level
     1 | -0.57757 | -0.27757 | -1.75000 | 1.068e-02 | 3.6797
     2 | -0.56301 | -0.26301 | -0.87500 | 1.766e-02 | 4.1275
     5 | -0.50395 | -0.20395 | -0.35000 | 1.851e-02 | 6.3248
    20 | -0.37759 | -0.07759 | -0.08750 | 3.371e-03 | 20.6011
   100 | -0.31712 | -0.01712 | -0.01750 | 1.673e-04 | 100.3621
  -100 | -0.28213 | 0.01787 | 0.01750 | 1.823e-04 | -99.7629
   -20 | -0.20423 | 0.09577 | 0.08750 | 5.133e-03 | -20.0193
    -5 | 0.10304 | 0.40304 | 0.35000 | 7.137e-02 | -5.9239
    -2 | 0.41478 | 0.71478 | 0.87500 | 1.281e-01 | -3.9793
    -1 | 0.53164 | 0.83164 | 1.75000 | 9.510e-02 | -3.6337
Remainder ratio, V = 400 to 800 eV: 7.928
Remainder ratio, V = -400 to -800 eV: 8.071
Coefficient of 1/V^2: 3.7500 eV^3
V for a level at midgap (0 eV): -6.8277 eV
V for a level at -0.35 eV: 32.602 eV
V for a level at -0.25 eV: -36.916 eV
B-site impurity, V = 100 eV: level 0.28213 eV
B-site impurity, V = -100 eV: level 0.31712 eV
Equal hoppings t = 1.75 eV: gap edges -/+ 0.3000 eV
Equal hoppings, V = 20 eV: gap levels 0
Equal hoppings, V = -20 eV: gap levels 1
Equal hoppings, V = -5 eV: level -0.10183 eV
Equal hoppings, V = -20 eV: level -0.28216 eV
Equal hoppings, V = -100 eV: level -0.29927 eV
checks complete
```
